\section*{Charged vacancies and the linear oxidation constant of heavily doped silicon}

\section{What a fixed linear constant gets wrong}

Suppose that the growth of a thin thermal oxide is calculated with the same linear constant on undoped and on heavily donor-doped silicon. The two oxides then come out equally thick. If part of the interface reaction uses silicon vacancies of every charge state, this is in general wrong, because doping can change their total number. In the model worked out below, the oxide on the doped side is $0.071\,\mu\mathrm m$ thick after one hour, while the undoped constant predicts $0.041\,\mu\mathrm m$. Replacing the Fermi-level factor by the carrier ratio $n/n_i$ gives $0.067\,\mu\mathrm m$, which repairs most but not all of the error.

The result that removes it is the Ho--Plummer relation
\begin{equation}
r\equiv\frac{B/A}{(B/A)_i}=1+\gamma(v-1),\qquad
v=\frac{C_V}{C_{V,i}},
\label{hp}
\end{equation}
where $C_V$ is the total vacancy concentration, the subscript $i$ denotes undoped material at the same temperature, and $\gamma$ is the fraction of the intrinsic reaction carried by vacancies. With charge states $+,0,-,2-$,
\begin{equation}
v(u)=\frac{1+a/u+bu+cu^2}{1+a+b+c},\qquad
u=e^{(E_F-E_i)/kT}.
\label{v}
\end{equation}
Here $E_F$ is the Fermi level, $E_i$ its value in undoped material, and
\begin{equation}
a=e^{(E_+-E_i)/kT},\quad b=e^{(E_i-E_-)/kT},\quad
c=e^{(2E_i-E_--E_{2-})/kT}.
\label{abc}
\end{equation}
The levels $E_+,E_-,E_{2-}$ are the Fermi levels at which the pairs $(+,0)$, $(0,-)$, $(-,2-)$ are equally populated. Energies are measured from the valence edge. The gap and levels are taken as independent of doping, and the bands as flat up to the interface.

\section{Where the linear constant comes from}

Both derivations need the relation between $B/A$ and the reaction velocity $k$. Let $C^*$ be the oxidant concentration in oxide in equilibrium with the gas, $C_o$ and $C_s$ the concentrations at the outer surface and at the silicon, $D$ the diffusivity in the oxide, $h$ the gas-transfer velocity, and $x$ the thickness. In quasi-steady growth the three fluxes are equal:
\begin{equation}
F=h(C^*-C_o)=\frac{D(C_o-C_s)}{x}=kC_s .
\end{equation}
Solving each equality for its concentration difference and adding gives
\begin{equation}
C^*=(C^*-C_o)+(C_o-C_s)+C_s
=F\left(\frac1h+\frac xD+\frac1k\right).
\end{equation}
If unit volume of oxide takes up $N_1$ oxidant molecules, $dx/dt=F/N_1$, so
\begin{equation}
\left(\frac1k+\frac1h+\frac xD\right)dx=\frac{C^*}{N_1}\,dt .
\end{equation}
Integration from $x(0)=0$ and multiplication by $2D$ give
\begin{equation}
x^2+Ax=Bt,\quad A=2D\left(\frac1k+\frac1h\right),\quad
B=\frac{2DC^*}{N_1}.
\label{dg}
\end{equation}
For $x\ll A$ the square is negligible and $x=(B/A)t$, with
\begin{equation}
\frac BA=\frac{C^*/N_1}{1/k+1/h}.
\label{ba}
\end{equation}
For fast gas transfer, $k\ll h$, the linear constant is proportional to $k$, and $r=k/k_i$. Doping is assumed to leave $D$, $C^*$ and $N_1$ unchanged, hence also $B$.

\section{First derivation: equilibrium statistics}

\subsection{Concentration of each charge state}

Let there be $N_s$ lattice sites per volume. Making a vacancy of charge $q$ costs a free energy $G_q$ and releases $q$ electrons to a reservoir at $E_F$, so the cost is $G_q+qE_F$. A negative vacancy takes electrons up, and its cost falls as $E_F$ rises. The reservoir of silicon atoms, vibrations and internal degeneracy are included in $G_q$. With the entropy of placing the vacancies on sites, the free energy per volume is
\begin{align}
\Omega={}&\sum_q C_q(G_q+qE_F)+kT\sum_q C_q\ln\frac{C_q}{N_s}\notag\\
&+kT(N_s-C_V)\ln\frac{N_s-C_V}{N_s},\qquad C_V=\sum_qC_q .
\end{align}
At the minimum the derivative with respect to $C_q$ vanishes. The two constants $+kT$ and $-kT$ from differentiating the logarithms cancel, leaving
\begin{equation}
G_q+qE_F+kT\ln\frac{C_q}{N_s-C_V}=0 .
\end{equation}
For dilute vacancies, $C_V\ll N_s$,
\begin{equation}
C_q=N_s\,e^{-(G_q+qE_F)/kT}.
\label{cq}
\end{equation}
The neutral concentration $C_0$ does not contain $E_F$, so doping leaves it unchanged. The change of the total comes from the charged states.

Equal population at the transition levels means
\begin{align}
G_++E_+&=G_0, & G_+&=G_0-E_+,\notag\\
G_--E_-&=G_0, & G_-&=G_0+E_-,\notag\\
G_{2-}-2E_{2-}&=G_--E_{2-}, & G_{2-}&=G_0+E_-+E_{2-}.
\end{align}
Inserting these in (\ref{cq}) and dividing by $C_0$,
\begin{align}
\frac{C_+}{C_0}&=e^{(E_+-E_F)/kT}=\frac au,\qquad
\frac{C_-}{C_0}=e^{(E_F-E_-)/kT}=bu,\notag\\
\frac{C_{2-}}{C_0}&=e^{(2E_F-E_--E_{2-})/kT}=cu^2 .
\label{weights}
\end{align}
In each case $E_F=E_i+kT\ln u$ was used. Summing, and dividing by the same sum at $u=1$, gives (\ref{v}); the unchanged $C_0$ cancels.

\subsection{The reaction velocity}

The kinetic premise is that oxidation has two parallel channels, one independent of vacancies and one proportional to their concentration. A vacancy can be pictured as offering room for a product that needs more volume than the silicon it replaces. If all charge states react equally fast,
\begin{equation}
k=k_0+\kappa C_V .
\label{parallel}
\end{equation}
With vacancies at equilibrium, $C_V=vC_{V,i}$. Adding and subtracting $\kappa C_{V,i}$,
\begin{align}
\frac{k}{k_i}&=\frac{k_0+\kappa C_{V,i}+\kappa C_{V,i}(v-1)}
{k_0+\kappa C_{V,i}}
=1+\gamma(v-1),\notag\\
\gamma&=\frac{\kappa C_{V,i}}{k_0+\kappa C_{V,i}} .
\label{gamma}
\end{align}
This is (\ref{hp}). Since $k_0$ and $\kappa$ are not negative, $0\le\gamma\le1$. Apart from measurement error, a fitted $\gamma$ above one would mean that one of the assumptions made here, or the $v$ used in the fit, is wrong. If the charge states react at different rates, $\kappa C_V$ becomes $\sum_q\kappa_qC_q$ and the total concentration no longer suffices. If just the neutral vacancies reacted, doping would have no effect at equilibrium, since $C_0$ is then fixed.

\section{Second derivation: balance of rates}

The same law can be reached without formation free energies or a minimum principle, and with vacancies being consumed by the reaction.

\subsection{Electron capture and emission}

Let a vacancy of charge $q$ capture an electron from a band state of energy $\varepsilon$ with coefficient $c_q(\varepsilon)$, and let the resulting vacancy of charge $q-1$ emit it back with coefficient $e_q(\varepsilon)$. Capture needs a filled band state, with probability $f$, and emission an empty one. In equilibrium each process balances its reverse:
\begin{equation}
c_q f\,C_q^{\rm eq}=e_q(1-f)\,C_{q-1}^{\rm eq}.
\end{equation}
The Fermi function obeys $(1-f)/f=e^{(\varepsilon-E_F)/kT}$, hence
\begin{equation}
\frac{c_q}{e_q}\,e^{-\varepsilon/kT}
=\frac{C_{q-1}^{\rm eq}}{C_q^{\rm eq}}\,e^{-E_F/kT}.
\end{equation}
The right side does not depend on $\varepsilon$. The left side does not depend on $E_F$, if the coefficients belong to the vacancy and the band state alone. Both sides are therefore a constant at given temperature, written $e^{-E_q^t/kT}$, and
\begin{equation}
\frac{C_{q-1}^{\rm eq}}{C_q^{\rm eq}}=e^{(E_F-E_q^t)/kT}.
\label{ratio}
\end{equation}
The two populations are equal at $E_F=E_q^t$, so $E_1^t=E_+$, $E_0^t=E_-$ and $E_{-1}^t=E_{2-}$. Equation (\ref{ratio}) gives $C_+/C_0$ for $q=1$ (inverted), $C_-/C_0$ for $q=0$, and $C_{2-}/C_0$ as the product of the ratios for $q=0$ and $q=-1$. These are the ratios (\ref{weights}). Because $f$ was the full Fermi function, the result holds for degenerate carriers, and it contains $u$, not $n/n_i$.

Neutral vacancies form at the interface at some rate $g$ per area and disappear at rate $\sigma C_0$, where $\sigma$ is an exchange velocity. Neither process involves a free electron; if neither $g$ nor $\sigma$ depends on doping, $C_0^{\rm eq}=g/\sigma$ does not either. Equation (\ref{v}) follows again.

\subsection{Vacancies consumed by oxidation}

Let every charge state exchange with the interface at the same velocity $\sigma$, and let each event in the vacancy channel consume one vacancy. For thin oxide and fast gas transfer the oxidant concentration at the silicon is $C^*$. In a layer of depth $\delta$, with no net flow of vacancies to or from the silicon below it,
\begin{equation}
\delta\frac{dC_q}{dt}=\sigma(C_q^{\rm eq}-C_q)-\kappa C^*C_q
+\delta(J_{q+1}-J_q),
\end{equation}
where $J_q$ is the net rate per volume of $q\to q-1$. Summed over $q$, the electronic terms cancel in pairs, since capture changes the charge of a vacancy but not the number of vacancies:
\begin{equation}
\delta\frac{dC_V}{dt}=\sigma C_V^{\rm eq}-(\sigma+\kappa C^*)C_V .
\end{equation}
The total relaxes exponentially to
\begin{equation}
C_V=\frac{C_V^{\rm eq}}{1+s},\qquad s=\frac{\kappa C^*}{\sigma}.
\label{supply}
\end{equation}
If $\sigma$ does not depend on doping, doped and undoped material are depleted by the same factor. Inserting (\ref{supply}) in (\ref{parallel}), with $C_V^{\rm eq}=vC_{V,i}^{\rm eq}$,
\begin{align}
r&=\frac{k_0+\kappa C_{V,i}^{\rm eq}v/(1+s)}
{k_0+\kappa C_{V,i}^{\rm eq}/(1+s)}
=1+\gamma_s(v-1),\notag\\
\gamma_s&=\frac{\kappa C_{V,i}^{\rm eq}}
{k_0(1+s)+\kappa C_{V,i}^{\rm eq}} .
\label{gs}
\end{align}
The second form of $r$ follows by the same addition and subtraction as in (\ref{gamma}). For $s\to0$, $\gamma_s\to\gamma$ and the first derivation is recovered. For $s\gg1$ the vacancy-channel flux $\kappa C^*C_V$ tends to $\sigma C_V^{\rm eq}$: it is limited by supply and no longer grows with oxidant concentration. The law (\ref{hp}) thus holds also out of equilibrium, if doping does not change the factor by which the vacancies are depleted.

\section{From doping to the vacancy ratio}

\subsection{The Fermi-level factor}

With fully ionized dopants, $n-p=N\equiv N_D-N_A$; the charge on the vacancies is neglected and checked below. For nondegenerate carriers $n=n_iu$ and $p=n_i/u$, so $p=n_i^2/n$. Neutrality becomes $n^2-Nn-n_i^2=0$, whose positive root is
\begin{equation}
n=\frac N2+\sqrt{\frac{N^2}{4}+n_i^2}.
\end{equation}
At heavy doping this is not enough. For a parabolic conduction band with edge $E_c$ and effective density $N_c$, put $\eta=(E_F-E_c)/kT$. For $\eta<0$, expanding the Fermi function in powers of $e^{\eta}$ gives
\begin{equation}
\frac n{N_c}=\frac2{\sqrt\pi}\int_0^\infty
\frac{\sqrt y\,dy}{1+e^{y-\eta}}
=e^\eta-\frac{e^{2\eta}}{\sqrt8}+\cdots,
\end{equation}
since $(2/\sqrt\pi)\int_0^\infty\sqrt y\,e^{-my}dy=m^{-3/2}$. Taking the logarithm, to first order, $\ln(n/N_c)=\eta-e^\eta/\sqrt8$. In the small term $e^\eta$ may be replaced by $n/N_c$, so $\eta=\ln(n/N_c)+n/(\sqrt8N_c)$. With equal densities in both bands $E_i$ lies at midgap, $\ln u=\eta+E_g/2kT$, and
\begin{equation}
u\simeq\frac n{n_B}\,e^{n/(\sqrt8N_c)},\qquad n_B=N_ce^{-E_g/2kT}.
\label{deg}
\end{equation}
The exclusion principle raises the Fermi level above its Boltzmann value at given $n$, and the doubly negative state feels this through $u^2$.

\subsection{Doping can also lower the constant}

Because $C_q\propto u^{-q}$,
\begin{equation}
\frac{d\ln v}{d\ln u}=-\langle q\rangle,\qquad
\frac{d^2\ln v}{d(\ln u)^2}=\langle q^2\rangle-\langle q\rangle^2>0,
\end{equation}
where the averages run over the vacancies present. Hence $v$ has one minimum, where the mean vacancy charge is zero, that is, where $a/u=bu+2cu^2$. If the intrinsic mean charge is negative, donors raise $v$ from the start, while light acceptor doping first lowers it. With the four charge states kept here, $v\propto u^2$ far on the donor side and $v\propto1/u$ far on the acceptor side; a doubly positive state, which the silicon vacancy also has, would turn the latter into $1/u^2$.

\section{A worked case}

The parameters are round model values, not fitted to silicon: $T=1200$ K ($kT=0.1034$ eV), $E_g=0.8$ eV, $N_c=N_v=2\times10^{20}\,\mathrm{cm^{-3}}$, and levels $E_+=0.1$, $E_-=0.5$, $E_{2-}=0.7$ eV. With $E_i=0.4$ eV, (\ref{abc}) gives
\begin{align}
a&=e^{-0.3/0.1034}=0.0550,\qquad b=e^{-0.1/0.1034}=0.380,\notag\\
c&=e^{-0.4/0.1034}=0.0209,\qquad 1+a+b+c=1.456 .
\end{align}
The reaction velocities are $k_0=18000$ and $\kappa C_{V,i}=2000\,\mu\mathrm{m/h}$, so $\gamma=2000/20000=0.1$. Neutrality with Fermi--Dirac carriers gives

\begin{center}
\begin{tabular}{rrrrr}
$N$ ($\mathrm{cm^{-3}}$) & $n/n_i$ & $u$ & $v$ & $r$\\ \hline
$-1\times10^{20}$ & 0.035 & 0.035 & 1.77 & 1.08\\
$-1\times10^{19}$ & 0.358 & 0.357 & 0.89 & 0.99\\
$1\times10^{19}$ & 2.77 & 2.80 & 1.55 & 1.05\\
$3\times10^{19}$ & 7.36 & 7.71 & 3.56 & 1.26\\
$1\times10^{20}$ & 24.1 & 28.6 & 19.9 & 2.89
\end{tabular}
\end{center}

For the last row,
\begin{equation}
v=\frac{1+0.002+10.9+17.1}{1.456}=19.9,\qquad
r=1+0.1\times18.9=2.89 .
\end{equation}
The doubly negative vacancies are the largest group, and the mean charge is $-1.56$. Setting $u=n/n_i$ with the Boltzmann root gives $v=15.4$ and $r=2.44$; this $v$ is 23\% below the Fermi--Dirac value. The first correction (\ref{deg}) gives $u=28.60$, against $28.57$ from the full integral.

The intrinsic mean charge is $-0.25$, so light acceptor doping lowers the constant. The minimum lies at $9.4\times10^{18}\,\mathrm{cm^{-3}}$ net acceptors, where $v=0.887$ and $r=0.989$. The drop is small because $v$ itself falls by only 11\%, and $\gamma=0.1$ passes on a tenth of that. At $10^{20}\,\mathrm{cm^{-3}}$ acceptors the positive vacancies have brought $r$ back above one.

With $G_0=2.5$ eV and $N_s=5\times10^{22}\,\mathrm{cm^{-3}}$, the vacancy concentration rises from $2.3\times10^{12}$ to $4.6\times10^{13}\,\mathrm{cm^{-3}}$ at the heaviest donor doping. The charge the vacancies carry, $7.1\times10^{13}$ elementary charges per $\mathrm{cm^3}$, is negligible beside $10^{20}$ donors.

For the growth, $h=2\times10^7\,\mu\mathrm{m/h}$, $D=2000\,\mu\mathrm{m^2/h}$ and $C^*/N_1=2.5\times10^{-6}$, so $B=0.01\,\mu\mathrm{m^2/h}$. Equation (\ref{ba}) with $k=rk_i$ gives the ratio of linear constants at finite $h$:
\begin{equation}
\frac{1/k_i+1/h}{1/(rk_i)+1/h}
=\frac{r(1+k_i/h)}{1+rk_i/h}
=\frac{2.886\times1.001}{1.0029}=2.88 .
\end{equation}
Gas transfer hardly matters here. The linear constants are $0.04995$ and $0.1439\,\mu\mathrm{m/h}$, so $A=0.2002$ and $0.0695\,\mu\mathrm m$. After one hour
\begin{align}
x_i&=\tfrac12\left(-0.2002+\sqrt{0.2002^2+0.04}\right)=0.0414\,\mu\mathrm m,\notag\\
x&=\tfrac12\left(-0.0695+\sqrt{0.0695^2+0.04}\right)=0.0711\,\mu\mathrm m .
\end{align}
The thickness ratio is $1.72$, well below $2.88$, because diffusion through the oxide, which the model takes as unchanged by doping, already limits the growth. At long times each thickness approaches $\sqrt{Bt}-A/2$ with its own $A$. Their ratio then tends to one, while their difference tends to $(0.2002-0.0695)/2=0.065\,\mu\mathrm m$.

If vacancies are consumed at half their exchange velocity, $s=0.5$, the vacancy channel of undoped material falls to $2000/1.5=1333\,\mu\mathrm{m/h}$. Then $\gamma_s=1333/19333=0.069$ and $r=1+0.069\times18.86=2.30$.

\section{What each derivation assumes}

Both derivations take dilute vacancies, band electrons described by one Fermi level, doping-independent levels, and equal reactivity of all charge states. They differ in what fixes the vacancy population.

The statistical derivation assumes that vacancies at the interface stay in equilibrium while oxidation uses them. If all charge states are exchanged equally fast, this requires $s\ll1$. In return it gives absolute concentrations from $G_0$, and it needs no capture coefficients or exchange mechanism. Its charge statistics were tested by counting the states of a finite pair of narrow bands with a fixed number of electrons, some of them moved to or from a vacancy. At four dopings, with $u$ taken from the counted filling of the upper band, the count agreed with $v(u)$ to a relative difference of at most $1.5\times10^{-5}$, a residue of the finite number of band states. At the heaviest donor doping of that test, using $n/n_i$ for $u$ made $v$ 22\% too low.

The rate derivation allows depletion, but assumes one exchange velocity for all charge states, independent of doping, and no net flow of vacancies between the layer and the silicon below it. If the charge states diffuse at different rates, such a flow can make the depletion factor depend on doping. If $\sigma$ changes with doping, the depletion factors do not match either, and (\ref{gs}) fails unless $s$ is small at every doping considered. It also fails if only neutral vacancies are exchanged with the interface while all charge states are consumed, unless $sC_V^{\rm eq}/C_0^{\rm eq}$ is small at every doping considered. With fast electron capture and emission, the factor $1+s$ in (\ref{supply}) then becomes $1+sC_V^{\rm eq}/C_0^{\rm eq}$, which grows with donor doping where the mean vacancy charge is negative. In the worked case with $s=0.5$ this would leave $r=1.07$ instead of $2.30$. The rate derivation also shows that a measured $\gamma$ need not be a property of the interface alone: through $s$ it can depend on oxidant concentration. For $s$ not small, $k$ also changes as the oxide thickens and the oxidant concentration at the silicon falls, so (\ref{dg}) with constant $A$ is only an approximation between the initial linear part and the parabolic limit $x\simeq\sqrt{Bt}$.

Neither derivation covers band bending at the interface, where the local distance of $E_F$ from the band edges sets $u$, nor a gap narrowed by doping, nor vacancies bound to dopants. The result is sensitive to narrowing: if the conduction edge of the doped material dropped by $0.02$ eV against fixed vacancy levels, $r$ at $10^{20}\,\mathrm{cm^{-3}}$ would be $2.38$, and $1.88$ for $0.05$ eV, shifts larger than the degeneracy correction from $2.44$ to $2.89$. Dopant accumulation at the interface can be included by using the local $N$, provided $N$ changes little over a screening length, so that the silicon stays locally neutral. The worked case also takes all dopants as ionized. If the donors kept a discrete level $0.045$ eV below the conduction band, with two spin states, only 53\% of them would be ionized at $10^{20}\,\mathrm{cm^{-3}}$, and $r$ would be $1.61$ instead of $2.89$. In real oxides dopant taken up by the oxide, boron in particular, also raises $B$, so the acceptor rows of the table and the long-time thickness ratio of one belong to the model only. Finally, the growth law (\ref{dg}) leaves out the faster initial growth of thin oxides in dry oxygen, so the thicknesses after one hour illustrate the model and are not predictions for a real oxide. The values behind the worked case are listed in the numerical output.

\section*{Table of computed values}
\begin{verbatim}
Temperature: 1200 K; kT: 0.10341 eV
Gap: 0.80 eV; intrinsic level: 0.40 eV
Effective density of each band: 2.00e+20 cm^-3
Vacancy level +/0: 0.10 eV
Vacancy level 0/-: 0.50 eV
Vacancy level -/2-: 0.70 eV
Neutral formation free energy: 2.50 eV
Lattice-site density: 5.00e+22 cm^-3
Intrinsic population a (+/neutral): 0.05496
Intrinsic population b (-/neutral): 0.38021
Intrinsic population c (2-/neutral): 0.02090
Sum 1+a+b+c: 1.45606
Intrinsic carrier density: 4.1488e+18 cm^-3
Boltzmann density n_B: 4.1793e+18 cm^-3
Intrinsic mean vacancy charge: -0.2521 e
Intrinsic vacancy density: 2.305e+12 cm^-3
Vacancy fraction gamma: 0.100
Net donors (cm^-3), n/n_i, u, v, linear-rate factor r:
  -1.0e+20  0.0353  0.0350  1.7743  1.0774
  -1.0e+19  0.3582  0.3565  0.8876  0.9888
   0.0e+00  1.0000  1.0000  1.0000  1.0000
   1.0e+19  2.7686  2.8047  1.5455  1.0545
   3.0e+19  7.3615  7.7123  3.5591  1.2559
   1.0e+20  24.1388  28.5683  19.8607  2.8861
Following heavy-doping results: net donors 1.0e20 cm^-3
Boltzmann v: 15.3596; r: 2.4360
First degeneracy correction for u: 28.6033
Mean vacancy charge: -1.5550 e
Vacancy density: 4.577e+13 cm^-3
Absolute vacancy charge density: 7.118e+13 e cm^-3
p-type minimum u: 0.3726; v: 0.8874
Net acceptors at minimum: 9.446e+18 cm^-3
Linear-rate factor at minimum: 0.9887
Largest canonical-count relative error: 1.48e-05
Count error if n/n_i replaces u: -21.66 %
Direct reaction velocity: 18000 um/h
Intrinsic vacancy reaction velocity: 2000 um/h
Gas-transfer velocity: 2.00e+07 um/h
Oxidant diffusivity: 2000 um^2/h
Solubility ratio C*/N1: 2.50e-06
Parabolic constant B: 0.01000 um^2/h
Intrinsic linear constant: 0.049950 um/h
Heavy-doping linear constant: 0.143888 um/h
Linear-constant ratio with gas transfer: 2.8806
Intrinsic thickness after 1 h: 0.041392 um
Heavy-doping thickness after 1 h: 0.071116 um
Thickness ratio after 1 h: 1.7181
Vacancy consumption/exchange ratio: 0.50
Supply-modified gamma: 0.06897
Supply-modified linear-rate factor: 2.3007
\end{verbatim}
